# Electron–Phonon Matrix Elements in DFT+U and Frozen-Phonon Level Shifts, part 1

(Sections cited here and not found follow in the second part.)

**A.** I use Hartree atomic units and the Dudarev functional for a spin-unpolarised crystal with time-reversal symmetry, a local ionic potential and a basis that does not move with the atoms. One atom A per cell carries real orthonormal projectors $\varphi^l_m(x)=\varphi_m(x-R_l-\tau_A-u_{lA})$, rigidly attached to it and not orthogonalised to other sites; $R_l$ is the cell position, $\tau_s$ the position of atom $s$ in the cell and $u_{ls}$ its displacement. One Cartesian direction is written, and $U$ is held fixed. With the density matrix of one spin, $\gamma=\sum_a f_a|a\rangle\langle a|$,

$$n^l_{mm'}=\langle\varphi^l_m|\gamma|\varphi^l_{m'}\rangle,\qquad E_U=\frac U2\sum_{\sigma,l}{\rm Tr}\,[n^l-n^ln^l].$$

The Hubbard potential $V_U$ is defined by $\delta E_U={\rm Tr}[V_U\,\delta\gamma]$ for a variation of one spin. Cyclicity of the trace gives $\delta\,{\rm Tr}[nn]=2\,{\rm Tr}[n\,\delta n]$, so for one site

$$\delta E_U=U\sum_{mm'}\left(\tfrac12\delta_{mm'}-n_{mm'}\right)\delta n_{m'm}.$$

Since $\delta n_{m'm}=\langle\varphi_{m'}|\delta\gamma|\varphi_m\rangle={\rm Tr}\big[|\varphi_m\rangle\langle\varphi_{m'}|\,\delta\gamma\big]$, one reads off

$$V_U=\sum_l\sum_{mm'}|\varphi^l_m\rangle\lambda^l_{mm'}\langle\varphi^l_{m'}|,\qquad\lambda^l=U\left(\tfrac12-n^l\right).$$

The operator to differentiate is $H=T+V_{\rm ion}+V_{Hxc}[\rho]+V_U$. The numerical check tests $V_U$ against a finite difference of $E_U$, with complex projectors so that a wrong index order would show.

**Q.** And the normalisation of $g$? Factors of $\sqrt N$ and $\sqrt{2M\omega}$ have to be placed somewhere.

**A.** Take $N$ cells with periodic boundary conditions. For modes of frequency $\omega$ with unit eigenvector $e_s$ of the dynamical matrix, the harmonic expansion is

$$u_{ls}=\frac1{\sqrt N}\sum_{q\nu}p_s\,e^{iqR_l}\,(a_{q\nu}+a^\dagger_{-q\nu}),\qquad p_s=\frac{e_s}{\sqrt{2M_s\omega}}.$$

To first order in the displacements $H$ changes by $\sum_{ls}u_{ls}\,dH/du_{ls}$. Define for any quantity $X$

$$\partial_qX=\sum_{ls}p_s\,e^{iqR_l}\frac{dX}{du_{ls}}.$$

The change of $H$ is then $N^{-1/2}\sum_{q\nu}\partial_qH\,(a_{q\nu}+a^\dagger_{-q\nu})$, and in second quantisation it is $N^{-1/2}\sum g_{mn}(k,q)\,c^\dagger_{m,k+q}c_{nk}(a+a^\dagger)$ with

$$g_{mn}(k,q)=\langle\Psi_{m,k+q}|\partial_qH|\Psi_{nk}\rangle,$$

where $\Psi$ is normalised over the $N$ cells. The derivative is total: the electrons are at self-consistency for each static displacement. This is the static, adiabatic, mean-field coupling.

**Q.** Why the total derivative? The forces need no response of the orbitals.

**A.** The force differentiates the total energy (for a smeared metal, the free energy), which is stationary with respect to $\gamma$, so the change of $\gamma$ drops out at first order and the explicit motion of ions and projectors remains. An eigenvalue is stationary with respect to its own eigenvector at given $H$, which is a different property. Differentiate $H\Psi=\varepsilon\Psi$ along a parameter $\eta$ and multiply by $\langle\Psi|$. The terms with $d\Psi/d\eta$ cancel because $\langle\Psi|(H-\varepsilon)=0$, which leaves, for a non-degenerate level,

$$\frac{d\varepsilon}{d\eta}=\Big\langle\Psi\Big|\frac{dH}{d\eta}\Big|\Psi\Big\rangle .$$

$H$ depends on $\rho$ and $n$, and their changes stand in $dH/d\eta$ with nothing to cancel them.

**Q.** Then differentiate $V_U$. I expect one bare term from the projector and one response term.

**A.** The projector derivative appears in two places. $V_U$ is a product of three factors that all depend on the displacement, and site $l$'s projector moves with $u_{lA}$ alone. Write $|\varphi'^{\,l}_m\rangle=\partial|\varphi^l_m\rangle/\partial u_{lA}$, which is minus the spatial derivative of $\varphi_m$. The product rule and $\partial_q\lambda^l=-U\,\partial_qn^l$ give

$$\partial_qV_U=\sum_l p_Ae^{iqR_l}\Big(|\varphi'^{\,l}\rangle\lambda\langle\varphi^l|+|\varphi^l\rangle\lambda\langle\varphi'^{\,l}|\Big)-U\sum_l|\varphi^l\rangle\,\partial_qn^l\,\langle\varphi^l|,$$

with the sums over $m,m'$ implied and $\lambda$ the site-independent ground-state matrix. The occupation matrix is again a product of three factors:

$$\partial_qn^l=p_Ae^{iqR_l}\Big(\langle\varphi'^{\,l}|\gamma|\varphi^l\rangle+\langle\varphi^l|\gamma|\varphi'^{\,l}\rangle\Big)+\langle\varphi^l|\partial_q\gamma|\varphi^l\rangle .$$

The first bracket is the change of occupation when the projector slides through frozen electrons, the bare part. The last term is the change when the electrons move past a fixed projector.

**Q.** The bra carries $p_Ae^{iqR_l}$ without a complex conjugate. That looks like a slip.

**A.** The derivatives $d/du_{ls}$ are taken with respect to real displacements, and each $dH/du_{ls}$ is Hermitian. The symbol $\partial_q$ forms a complex linear combination of them afterwards, so the coefficient multiplies the whole derivative of the dyad, ket part and bra part alike. The result is not Hermitian when $2q$ is not a reciprocal lattice vector: $(\partial_qH)^\dagger$ has coefficients $p_s^*e^{-iqR_l}$ and is the perturbation of the mode at $-q$. A real displacement contains the two together.

**Q.** These are sums over $N$ cells. How do they become something computed in one cell?

**A.** Write $\Psi_{nk}=\psi_{nk}/\sqrt N$, with $\psi_{nk}(x+R_l)=e^{ikR_l}\psi_{nk}(x)$ normalised in one cell, and define the Bloch sums

$$\Phi_{k,m}(x)=\sum_le^{ikR_l}\varphi^l_m(x),\qquad D_{k,m}(x)=\sum_le^{ikR_l}\varphi'^{\,l}_m(x).$$

Split the integral over the crystal into cells $l'$, with $x$ in cell 0, and use the Bloch property:

$$\langle\varphi^l_m|\Psi_{nk}\rangle=\frac1{\sqrt N}\int_{\rm cell}\sum_{l'}\varphi_m(x+R_{l'}-R_l-\tau_A)\,e^{ikR_{l'}}\psi_{nk}(x)\,dx .$$

Put $R_j=R_l-R_{l'}$. Then $e^{ikR_{l'}}=e^{ikR_l}e^{-ikR_j}$, the sum over $j$ is $\Phi^*_{k,m}(x)$ because $\varphi$ is real, and

$$\langle\varphi^l_m|\Psi_{nk}\rangle=N^{-1/2}e^{ikR_l}\langle\Phi_{k,m}|\psi_{nk}\rangle_{\rm cell}.$$

The same holds with $\varphi'$ and $D$. Below, $\Phi_k^\dagger$ denotes the map from a function in the cell to the column of overlaps $\langle\Phi_{k,m}|\cdot\rangle_{\rm cell}$.

In the bare occupation term $\gamma$ is diagonal in $k$, so the phases $e^{ikR_l}$ and $e^{-ikR_l}$ cancel. The operator $\partial_q\gamma$ connects $k$ to $k+q$, by translation symmetry of the unperturbed crystal, so its term keeps $e^{i(k+q)R_l}e^{-ikR_l}=e^{iqR_l}$. Hence $\partial_qn^l=e^{iqR_l}(\delta n^{\rm bare}+\delta n^\psi)$ with

$$\delta n^{\rm bare}=\frac{p_A}N\sum_k\big[D_k^\dagger\gamma_k\Phi_k+\Phi_k^\dagger\gamma_kD_k\big],\qquad\delta n^\psi=\frac1N\sum_k\Phi_{k+q}^\dagger\,\delta\gamma_{k+q,k}\,\Phi_k ,$$

where $\gamma_k=\sum_nf_{nk}|\psi_{nk}\rangle\langle\psi_{nk}|$ and $\delta\gamma_{k+q,k}$ is the block of $\partial_q\gamma$ expanded in the cell-normalised states. The bare part depends on $q$ through $p_A$ alone.

In $g$, each site contributes $N^{-1}e^{-i(k+q)R_l}e^{iqR_l}e^{ikR_l}=N^{-1}$, and the $N$ sites add to one. A local potential with $\partial_qV(x+R_l)=e^{iqR_l}\partial_qV(x)$ reduces the same way, cell by cell. So $g_{mn}(k,q)=\langle\psi_{m,k+q}|\delta H_{k+q,k}|\psi_{nk}\rangle_{\rm cell}$ with

$$\delta H_{k+q,k}=\delta V_{\rm ion}+\delta V_{Hxc}+p_A\big[D_{k+q}\lambda\Phi_k^\dagger+\Phi_{k+q}\lambda D_k^\dagger\big]-U\,\Phi_{k+q}\big(\delta n^{\rm bare}+\delta n^\psi\big)\Phi_k^\dagger .$$

Its five pieces give $g^{\rm ion}$, $g^{Hxc}$, $g^{\rm proj}$, $g^{n,\rm bare}$ and $g^{n,\psi}$. All three Hubbard pieces carry a factor $U$. The piece $g^{\rm proj}$ survives when $n$ has eigenvalues 0 and 1, where $E_U=0$, because $\lambda$ then has eigenvalues $\pm U/2$.

**Q.** You still owe me $\delta\gamma$.

**A.** First-order perturbation theory gives $\delta|b\rangle=\sum_{a\neq b}|a\rangle\,\delta H_{ab}/(\varepsilon_b-\varepsilon_a)$ for a Hermitian $\delta H$. In $\gamma=\sum_cf_c|c\rangle\langle c|$ the element $\langle a|\delta\gamma|b\rangle$ receives the change of the ket with $c=b$ and of the bra with $c=a$:

$$\delta\gamma_{ab}=f_b\frac{\delta H_{ab}}{\varepsilon_b-\varepsilon_a}+f_a\frac{\delta H_{ab}}{\varepsilon_a-\varepsilon_b}=\frac{f_a-f_b}{\varepsilon_a-\varepsilon_b}\,\delta H_{ab}.$$

The diagonal element is the change of the Fermi function $f(\varepsilon_a-\mu)$, namely $f'_a(\delta H_{aa}-\delta\mu)$. Within a degenerate set, choose the basis that diagonalises $\delta H$; there $\delta\gamma=f'(\delta H-\delta\mu)$, an operator relation that holds in any basis of the set, so $f'$ replaces the quotient when $\varepsilon_a=\varepsilon_b$. The map from $\delta H$ to $\delta\gamma$ is linear with real coefficients, so it carries over to the complex combination $\partial_q$, with $a=(m,k+q)$, $b=(n,k)$ and $\delta H_{ab}=g_{mn}(k,q)$.

Fixed electron number means ${\rm Tr}\,\delta\gamma=0$. For $q\neq0$ the perturbation has no diagonal elements and $\delta\mu=0$. For $q=0$,

$$\sum_af'_a(g_{aa}-\delta\mu)=0\quad\Rightarrow\quad\delta\mu=\frac{\sum_af'_ag_{aa}}{\sum_af'_a}.$$

In an insulator at zero temperature $f'=0$ on every level and this term is absent.

**Q.** Now $g$ needs $\delta\gamma$ and $\delta\gamma$ needs $g$. Does that close?

**A.** It closes on $y=(\delta\rho,\delta n^\psi)$. With two spins, $\delta\rho(x)=(2/N)\sum_k\delta\gamma_{k+q,k}(x,x)$. For an interaction $w$ and a local kernel $f_{xc}=dv_{xc}/d\rho$, splitting the Hartree integral into cells gives

$$\delta V_{Hxc}(x)=\int_{\rm cell}W_q(x,x')\,\delta\rho(x')\,dx'+f_{xc}(x)\,\delta\rho(x),\qquad W_q=\sum_le^{iqR_l}w(x-x'-R_l).$$

Let $\chi$ be the linear map from the set $\{\delta H_{k+q,k}\}$ to $y$ built from the last answer, and $K$ the map from $y$ to $\delta V_{Hxc}-U\Phi_{k+q}\delta n^\psi\Phi_k^\dagger$. The pieces ion, proj and $n$,bare need ground-state data alone; call their sum $\delta H^{\rm bare}$. Then $\delta H=\delta H^{\rm bare}+Ky$ and $y=\chi\,\delta H$, so

$$(1-\chi K)\,y=\chi\,\delta H^{\rm bare}.$$

The two bare Hubbard pieces therefore also drive $\delta\rho$ and $\delta n^\psi$.

The sign of the Hubbard kernel matters. Take $q\neq0$ or an insulator, so that no $\delta\mu$ term arises, keep one projector and drop $Hxc$, and let $b$ be the strength of a bare perturbation $b\,\Phi_{k+q}\Phi_k^\dagger$. The response $\chi_{nn}$ is a sum of squared overlaps times $(f_a-f_b)/(\varepsilon_a-\varepsilon_b)\le0$. From $\delta n^\psi=\chi_{nn}(b-U\delta n^\psi)$ follows $\delta n^\psi=\chi_{nn}b/(1-U|\chi_{nn}|)$. In this reduced problem $U$ enhances the response, which diverges at $U|\chi_{nn}|=1$. In the full problem the linear result fails where $1-\chi K$ becomes singular.

**Q.** A sum over all empty bands is impractical. Is there a form without it?

**A.** For an insulator the quotient vanishes for valence–valence and conduction–conduction pairs. The pairs with $v$ at $k$ and $c$ at $k+q$ give $\sum_v|\delta\psi_{vk}\rangle\langle\psi_{vk}|$ with $|\delta\psi_{vk}\rangle=\sum_c|c\rangle\,\delta H_{cv}/(\varepsilon_v-\varepsilon_c)$. Acting with $H_{k+q}-\varepsilon_{vk}$ turns each denominator into $-1$, and the valence projector $P_v$ at $k+q$ annihilates $\delta\psi$, so with $P_c=1-P_v$

$$(H_{k+q}-\varepsilon_{vk}+\alpha_vP_v)\,\delta\psi_{vk}=-P_c\,\delta H_{k+q,k}\,\psi_{vk}.$$

This is the Sternheimer equation; a shift $\alpha_v$ larger than the valence width makes the operator positive definite. These pairs contribute $A=N^{-1}\sum_{kv}\Phi^\dagger_{k+q}\delta\psi_{vk}\,\psi_{vk}^\dagger\Phi_k$ to $\delta n^\psi$.

For the remaining pairs, $v$ at $k+q$ and $c$ at $k$, use time reversal, $\psi_{n,-k}=\psi_{nk}^*$, and set $k'=-k-q$. The kernel of $\partial_qH$ is symmetric in $x,x'$, being a combination of real symmetric kernels, so $\langle v,k+q|\partial_qH|c,k\rangle=\langle c,k'+q|\partial_qH|v,k'\rangle$. Real projectors give $\langle\varphi_m|v,k+q\rangle=\langle v,k'|\varphi_m\rangle$ and $\langle c,k|\varphi_{m'}\rangle=\langle\varphi_{m'}|c,k'+q\rangle$. The energies at $k$ and $-k$ are equal, so the term is $A_{m'm}$, and

$$\delta n^\psi=A+A^{T}.$$

The program asserts this against the sum over states for the insulator at $q\ne0$.

The matrix element $g$, including the Hubbard terms from moving projectors and changing occupations, has been reduced to one cell and closed by a linear system for $\delta\rho$ and $\delta n^\psi$, with a Sternheimer form for insulators. What remains is to test it against rigid translation and frozen phonons, to see the size of each term in a numerical example, and to state where the formula stops being complete.
